# Why Buckled Silicon Dimers Can Look Symmetric at Room Temperature: a numerical check

```python
"""
Result under test: a buckled Si dimer with two equivalent tilts and a 0.1 eV
barrier flips near 1e11 times per second at 300 K, so a slow tunnelling
measurement sees a symmetric dimer; a bias between the tilts spoils this.
Symbols: q height difference of the two atoms (minima at +h and -h),
V = Eb (1 - q^2/h^2)^2, M = half the silicon mass, k escape rate from one tilt,
t_m measuring time, Delta energy bias between tilts, kappa decay constant of
the tunnelling amplitude, J coupling of neighbouring tilts in a dimer row.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.optimize import brentq

eV = sc.e
kB = sc.k / sc.e                      # eV/K
hbar = sc.hbar / sc.e                 # eV s
Eb, h, T, t_m, J, work = 0.1, 0.7, 300.0, 1e-3, 0.025, 4.0
mass_si_u = 28.0855
M = 0.5 * mass_si_u * sc.atomic_mass  # kg
h_m = h * 1e-10
kT = kB * T


def potential(q):                     # q in metres, result in joules
    return Eb * eV * (1 - (q / h_m) ** 2) ** 2


# Frequencies: derived formula against finite-difference curvature
omega0 = np.sqrt(8 * Eb * eV / (M * h_m ** 2))
omega_b = omega0 / np.sqrt(2)
d = 1e-3 * h_m


def curvature(q):
    return (potential(q + d) - 2 * potential(q) + potential(q - d)) / d ** 2


assert abs(np.sqrt(curvature(h_m) / M) / omega0 - 1) < 1e-4
assert abs(np.sqrt(-curvature(0.0) / M) / omega_b - 1) < 1e-4
nu = omega0 / (2 * np.pi)


def rate(temp, barrier=Eb):
    return nu * np.exp(-barrier / (kB * temp))


def flux_rate(temp):
    """Thermal flux through q=0 over the population integral of one well."""
    thermal = sc.k * temp
    well = quad(lambda x: np.exp(-potential(x * h_m) / thermal), 0, 3,
                points=[1.0], epsabs=1e-13, epsrel=1e-11, limit=300)[0] * h_m
    return (np.sqrt(thermal / (2 * np.pi * M))
            * np.exp(-potential(0.0) / thermal) / well)


for temp in (20.0, 40.0):
    small = kB * temp / Eb
    deviation = flux_rate(temp) / rate(temp) - 1
    # the next term is of second order in kT/Eb
    assert abs(deviation + 3 * small / 16) < 0.5 * small ** 2
k = rate(T)
k_flux = flux_rate(T)
assert 0.85 < k_flux / k < 1.0
assert 0.5e11 < k_flux < 2e11

# Langevin dynamics: x=q/h, time in 1/omega0, friction in omega0
rng = np.random.default_rng(7)
friction, dt, count = 0.5, 0.1, 20000
v2 = kT / (8 * Eb)
x = np.ones(count)
v = np.sqrt(v2) * rng.standard_normal(count)
damp = np.exp(-friction * dt)
kick = np.sqrt(v2 * (1 - damp ** 2))
early, late = 400, 2400
for step in range(1, late + 1):
    v += 0.5 * dt * 0.5 * x * (1 - x * x)
    x += 0.5 * dt * v
    v = damp * v + kick * rng.standard_normal(count)
    x += 0.5 * dt * v
    v += 0.5 * dt * 0.5 * x * (1 - x * x)
    if step == early:
        tilt_early = np.mean(np.sign(x))
tilt_late = np.mean(np.sign(x))
k_dyn = (np.log(tilt_early / tilt_late) / (2 * (late - early) * dt)) * omega0
assert 0.45 < k_dyn / k_flux < 0.95


# Quantum factors, tested by a level sum and a transmission integral
def quantum_factors(temp):
    u = hbar * omega0 / (kB * temp)
    ub = hbar * omega_b / (kB * temp)
    return np.sinh(u / 2) / (u / 2), (ub / 2) / np.sin(ub / 2)


well_factor, barrier_factor = quantum_factors(T)
u = hbar * omega0 / kT
ub = hbar * omega_b / kT
level_sum = np.sum(np.exp(-u * (np.arange(400) + 0.5)))
assert abs((1 / u) / level_sum / well_factor - 1) < 1e-9
transmission = quad(lambda y: np.exp(-y) / (1 + np.exp(-2 * np.pi * y / ub)),
                    -30, 60, points=[-1.0, 0.0, 1.0, 5.0], limit=400)[0]
assert abs(transmission / barrier_factor - 1) < 1e-6


# Time-averaged tilt: variance formula against the generating function
def variance(n):
    return (1 + np.expm1(-2 * n) / (2 * n)) / n


for test_rate, duration in ((1.3, 2.0), (0.2, 1.0), (5.0, 4.0)):
    W2 = test_rate * np.array([[-1.0, 1.0], [1.0, -1.0]])
    S2 = np.diag([1.0, -1.0])
    eps = 1e-3
    gen = [np.sum(expm((W2 + a * S2) * duration) @ np.array([0.5, 0.5]))
           for a in (-eps, 0.0, eps)]
    second = (gen[0] - 2 * gen[1] + gen[2]) / eps ** 2 / duration ** 2
    assert abs(second - variance(test_rate * duration)) < 1e-4

# Image: stationary populations, mean current, tip height at fixed current
kappa = np.sqrt(2 * sc.m_e * work * eV) / sc.hbar * 1e-10   # 1/angstrom


def tip_heights(bias):
    out_deep, out_shallow = rate(T, Eb + bias), rate(T, Eb)
    system = np.array([[-out_deep / out_shallow, 1.0], [1.0, 1.0]])
    p = np.linalg.solve(system, np.array([0.0, 1.0]))
    result = []
    for side in (1, -1):
        atom = np.array([side * h / 2, -side * h / 2])
        result.append(brentq(
            lambda z: p @ np.exp(-2 * kappa * (z - atom)) - 1.0,
            -5, 5, xtol=1e-13))
    return result


biases = (0.0, 0.02, 0.1)
contrast = []
for bias in biases:
    left, right = tip_heights(bias)
    mean_tilt = np.tanh(bias / (2 * kT))
    formula = np.arctanh(mean_tilt * np.tanh(kappa * h)) / kappa
    assert abs(left - right - formula) < 1e-9
    contrast.append(left - right)
lift = np.log(np.cosh(kappa * h)) / (2 * kappa)
assert abs(tip_heights(0.0)[0] - lift) < 1e-9


# Row of coupled dimers: slowest rate against the full master equation
def row_rate(temp):
    return 4 * rate(temp) / (1 + np.exp(4 * J / (kB * temp)))


for sites in (6, 8):
    states = np.arange(2 ** sites)
    spins = 1 - 2 * ((states[:, None] >> np.arange(sites)) & 1)
    energy = J * np.sum(spins * np.roll(spins, 1, axis=1), axis=1)
    weight = np.exp(-(energy - energy.min()) / kT)
    weight /= weight.sum()
    sym = np.zeros((len(states), len(states)))
    for site in range(sites):
        target = states ^ (1 << site)
        jump = 2 / (1 + np.exp((energy[target] - energy) / kT))
        sym[target, states] += jump * np.sqrt(weight / weight[target])
        sym[states, states] -= jump
    assert np.max(np.abs(sym - sym.T)) < 1e-10
    decay, modes = eigh(-sym)
    assert abs(decay[0]) < 1e-10
    assert abs(decay[1] / (row_rate(T) / k) - 1) < 1e-8
    overlap = modes.T @ (spins[:, 0] * np.sqrt(weight))
    for duration in (1.0, 10.0, 1000.0):
        n = decay[1:] * duration
        site_var = np.sum(overlap[1:] ** 2 * 2 * (n + np.expm1(-n)) / n ** 2)
        assert site_var <= 2 / (decay[1] * duration)

# Low-temperature activation energy of the row
Ta, Tb = 30.0, 31.0
slope = (np.log(row_rate(Tb) / row_rate(Ta))
         / (1 / (kB * Ta) - 1 / (kB * Tb)))
assert abs(slope - (Eb + 4 * J)) < 1e-5

# Freezing temperatures: closed form for one dimer, root for a row
T_single = Eb / (kB * np.log(nu * t_m))
root = brentq(lambda t: np.log(rate(t) * t_m), 20, 300)
assert abs(root - T_single) < 1e-6
T_row = brentq(lambda t: np.log(row_rate(t) * t_m / 2), 20, 300)
assert T_row > T_single
wf, bf = quantum_factors(T_single)
T_cross = hbar * omega_b / (2 * np.pi * kB)
T_cold = 40.0

print(f"barrier Eb = {Eb:.3f} eV; height difference h = {h:.2f} angstrom")
print(f"temperature = {T:.0f} K; kT = {kT:.5f} eV; Eb/kT = {Eb/kT:.3f}")
print(f"silicon mass = {mass_si_u:.4f} u; M = {mass_si_u/2:.4f} u")
print(f"angular frequency omega0 = {omega0:.3e} rad/s")
print(f"attempt frequency nu = {nu:.3e} Hz")
print(f"Boltzmann factor at 300 K = {np.exp(-Eb/kT):.5f}")
print(f"harmonic flip rate k = {k:.3e} 1/s")
print(f"mean residence time 1/k = {1e12/k:.2f} ps")
print(f"flux rate with full well shape = {k_flux:.3e} 1/s")
print(f"flux rate / harmonic rate = {k_flux/k:.3f}")
print(f"Langevin friction = {friction:.2f} omega0")
print(f"Langevin flip rate = {k_dyn:.2e} 1/s")
print(f"Langevin rate / flux rate = {k_dyn/k_flux:.2f}")
print(f"quantum well factor at 300 K = {well_factor:.4f}")
print(f"quantum barrier factor at 300 K = {barrier_factor:.4f}")
for trial in (1e12, 1e13):
    print(f"rate if nu were {trial:.0e} Hz = {trial*np.exp(-Eb/kT):.2e} 1/s")
print(f"measuring time t_m = {t_m*1e3:.1f} ms")
print(f"mean number of flips in t_m = {k*t_m:.3e}")
print(f"rms time-averaged tilt at 300 K = {np.sqrt(variance(k*t_m)):.2e}")
print(f"flip rate at {T_cold:.0f} K = {rate(T_cold):.2f} 1/s")
print(f"rms time-averaged tilt at {T_cold:.0f} K = "
      f"{np.sqrt(variance(rate(T_cold)*t_m)):.4f}")
print(f"work function = {work:.1f} eV; kappa = {kappa:.4f} 1/angstrom")
print(f"symmetric image above mean atom height = {lift:.4f} angstrom")
for bias, value in zip(biases, contrast):
    print(f"bias {bias:.2f} eV: mean tilt = {np.tanh(bias/(2*kT)):.4f}, "
          f"apparent difference = {abs(value):.4f} angstrom")
print(f"escape rate from deep well, bias 0.10 eV = {rate(T, Eb+0.1):.2e} 1/s")
print(f"row coupling J = {J:.3f} eV")
print(f"slowest row rate at 300 K = {row_rate(T):.3e} 1/s")
print(f"slowing relative to free dimer (2k/row rate) = {2*k/row_rate(T):.1f}")
print(f"bound on rms tilt in row at 300 K = {np.sqrt(2/(row_rate(T)*t_m)):.2e}")
print(f"low-temperature activation energy of row = {slope:.4f} eV")
print(f"freezing temperature, single dimer = {T_single:.1f} K")
print(f"freezing temperature, coupled row = {T_row:.1f} K")
print(f"total quantum factor at single-dimer freezing = {wf*bf:.2f}")
print(f"tunnelling crossover temperature = {T_cross:.1f} K")
print("all tests passed")
```

Printed output:

```
barrier Eb = 0.100 eV; height difference h = 0.70 angstrom
temperature = 300 K; kT = 0.02585 eV; Eb/kT = 3.868
silicon mass = 28.0855 u; M = 14.0427 u
angular frequency omega0 = 3.349e+13 rad/s
attempt frequency nu = 5.331e+12 Hz
Boltzmann factor at 300 K = 0.02090
harmonic flip rate k = 1.114e+11 1/s
mean residence time 1/k = 8.98 ps
flux rate with full well shape = 1.039e+11 1/s
flux rate / harmonic rate = 0.932
Langevin friction = 0.50 omega0
Langevin flip rate = 7.38e+10 1/s
Langevin rate / flux rate = 0.71
quantum well factor at 300 K = 1.0306
quantum barrier factor at 300 K = 1.0153
rate if nu were 1e+12 Hz = 2.09e+10 1/s
rate if nu were 1e+13 Hz = 2.09e+11 1/s
measuring time t_m = 1.0 ms
mean number of flips in t_m = 1.114e+08
rms time-averaged tilt at 300 K = 9.47e-05
flip rate at 40 K = 1.34 1/s
rms time-averaged tilt at 40 K = 0.9996
work function = 4.0 eV; kappa = 1.0246 1/angstrom
symmetric image above mean atom height = 0.1160 angstrom
bias 0.00 eV: mean tilt = 0.0000, apparent difference = 0.0000 angstrom
bias 0.02 eV: mean tilt = 0.3686, apparent difference = 0.2252 angstrom
bias 0.10 eV: mean tilt = 0.9591, apparent difference = 0.6614 angstrom
escape rate from deep well, bias 0.10 eV = 2.33e+09 1/s
row coupling J = 0.025 eV
slowest row rate at 300 K = 9.120e+09 1/s
slowing relative to free dimer (2k/row rate) = 24.4
bound on rms tilt in row at 300 K = 4.68e-04
low-temperature activation energy of row = 0.2000 eV
freezing temperature, single dimer = 51.8 K
freezing temperature, coupled row = 100.5 K
total quantum factor at single-dimer freezing = 4.21
tunnelling crossover temperature = 28.8 K
all tests passed
```
